\section*{When a flat barrier spectrum gives power-law resistance drift, part 2}

An amorphous conductor is modelled with independent metastable centres that relax one way, at first order, over barriers $E$, with lifetimes $\tau(E)=\tau_0\,e^{E/kT_a}$ at the anneal temperature $T_a$. The unrelaxed probability is $s=e^{-t/\tau(E)}$. The barriers have constant density $G$ between $E_{\min}$ and $E_{\max}$, where the lifetimes are $\tau_{\min}$ and $\tau_{\max}$. The problem is the drift of the resistance $R$, read at $T_r$ with the structure frozen. Units are eV, s, K and cm$^{-3}$; $k$ is Boltzmann's constant and $\gamma=0.5772$ is Euler's constant.

The density of relaxed centres is
\begin{equation}
N(t)=G\int_{E_{\min}}^{E_{\max}}\big(1-e^{-t/\tau(E)}\big)\,dE .
\label{eq:Ndef}
\end{equation}
This equals $GkT_a\big[\mathrm{Ein}(x_1)-\mathrm{Ein}(x_2)\big]$ with $x_1=t/\tau_{\min}$, $x_2=t/\tau_{\max}$ and $\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}\,du$, so
\begin{equation}
\frac{dN}{d\ln t}=GkT_a\big[(1-e^{-x_1})-(1-e^{-x_2})\big]=GkT_a\big[e^{-t/\tau_{\max}}-e^{-t/\tau_{\min}}\big].
\label{eq:slope}
\end{equation}
In the window $\tau_{\min}\ll t\ll\tau_{\max}$,
\begin{equation}
N(t)=G\,\big[E^*(t)+\gamma kT_a-E_{\min}\big],\qquad E^*(t)=kT_a\ln(t/\tau_0).
\label{eq:Nres}
\end{equation}
The front $E^*$ separates mostly relaxed from mostly unrelaxed barriers; the equal-area front is $E^*+\gamma kT_a$.

Electron energies are measured from the valence-band edge; the conduction-band edge is at $E_g$. The bands are parabolic, with equal masses $m$, constant mobility $\mu$ and $g(\epsilon)=\frac{1}{2\pi^2}\big(\frac{2m}{\hbar^2}\big)^{3/2}\sqrt\epsilon$. Gap states of constant density $D$, neutral when filled up to $E_0$, carry no current. Each unrelaxed centre is an acceptor at $E_A$, with density $N_A=G(E_{\max}-E_{\min})-N$, filled with probability $f_A=f(E_A)$, where $f(\varepsilon)=1/[1+e^{(\varepsilon-E_F)/kT_r}]$ and $E_F$ is the Fermi level. With $z=e^{-E_F/kT_r}$, the hole density is
\begin{equation}
p=\int_0^\infty\frac{g(\epsilon)\,d\epsilon}{1+e^{(\epsilon+E_F)/kT_r}} .
\label{eq:pFD}
\end{equation}
\begin{equation}
p=N_Vz\big(1-2^{-3/2}z+\dots\big),\qquad N_V=\frac{\sqrt\pi}{4\pi^2}\Big(\frac{2mkT_r}{\hbar^2}\Big)^{3/2}=2\Big(\frac{mkT_r}{2\pi\hbar^2}\Big)^{3/2}.
\label{eq:pB}
\end{equation}
The first term is the Boltzmann limit. The electron density $n$ is the same function with $E_F$ replaced by $E_g-E_F$. With $I=\int_0^{E_g}f\,d\varepsilon$, neutrality in units of the elementary charge $e$,
\begin{equation}
F\equiv p-n+D\,[E_0-I]-N_Af_A=0 ,
\label{eq:neut}
\end{equation}
gives
\begin{align}
E_F&=E_0-\frac{N_A}{D}+\delta,\label{eq:EF}\\
\frac{\delta}{kT_r}&=\frac{p-n+N_A(1-f_A)}{DkT_r}-z+e^{-(E_g-E_F)/kT_r}.\label{eq:delta}
\end{align}
When $\delta$ is negligible against $kT_r$, the Fermi level is pinned and $E_F(t)-E_F(0)=N(t)/D$. The drift law for the window, derived next, is
\begin{equation}
R(t)=R(0)\left(\frac{t}{t_0}\right)^{\nu},\qquad \nu=\frac{G}{D}\,\frac{T_a}{T_r},\qquad t_0=e^{-\gamma}\tau_{\min}.
\label{eq:Rres}
\end{equation}

\section{The drift law}

The resistivity is $\rho=1/[e\mu(p+n)]$, and $R\propto\rho$ at fixed geometry. For $n\ll p$ and in the Boltzmann limit, $R\propto e^{E_F/kT_r}$, since $N_V$ and $\mu$ are fixed at fixed $T_r$. Therefore
\begin{equation}
\ln\frac{R(t)}{R(0)}=\frac{N(t)}{DkT_r}=\frac{G}{D}\frac{T_a}{T_r}\big[\mathrm{Ein}(t/\tau_{\min})-\mathrm{Ein}(t/\tau_{\max})\big].
\label{eq:lnR}
\end{equation}
This holds inside and outside the window, as long as the Fermi level is pinned and $n\ll p$. Inside the window the bracket is $\ln(t/\tau_{\min})+\gamma=\ln(t/t_0)$ with $t_0=e^{-\gamma}\tau_{\min}$, and exponentiation gives Eq.~\eqref{eq:Rres}. For any two times in the window, $R(t)/R(t_1)=(t/t_1)^\nu$.

The power law comes from two exponentials: inverting the first produces a logarithm of time, and the second undoes it. The Arrhenius law for the structure makes the front logarithmic in time, with coefficient $kT_a$. The two flat densities convert front motion to Fermi-level motion in the ratio $G/D$. The Boltzmann factor for the carriers exponentiates the shift, with coefficient $1/kT_r$. If the sample is annealed and read at one temperature, the two thermal energies cancel and $\nu=G/D$ in this model, independent of temperature as long as the Fermi level is pinned and $n\ll p$. A change of $\tau_0$ shifts the front by a constant and so changes $t_0$ but not $\nu$. The sharp-step estimate omits the factor $e^{\gamma\nu}$ in $R/R(0)$ and leaves the exponent intact.

Outside the window, Eq.~\eqref{eq:slope} gives the local exponent $d\ln R/d\ln t=\nu\,[e^{-t/\tau_{\max}}-e^{-t/\tau_{\min}}]$. It starts from zero as $\nu t/\tau_{\min}$, so $R$ is finite at $t=0$ although the bare power law vanishes there, and it returns to zero at saturation, where $R(\infty)/R(0)=\exp[G(E_{\max}-E_{\min})/DkT_r]$.

\subsection{Corrections to the exponent}

The local exponent without the pinning approximation follows from implicit differentiation of Eq.~\eqref{eq:neut}. At fixed $E_F$, $\partial F/\partial N=+f_A$, because $dN_A=-dN$. At fixed $N$, four derivatives are needed. In the Boltzmann limit $dp/dE_F=-p/kT_r$ and $dn/dE_F=+n/kT_r$. Since $f$ depends on $\varepsilon-E_F$, $dI/dE_F=-\int_0^{E_g}(\partial f/\partial\varepsilon)\,d\varepsilon=f(0)-f(E_g)$. Differentiating the Fermi function gives $df_A/dE_F=f_A(1-f_A)/kT_r$. All four contributions to $\partial F/\partial E_F$ are negative:
\begin{equation}
-\frac{\partial F}{\partial E_F}=D_{\rm eff}=D\,[f(0)-f(E_g)]+\frac{p+n}{kT_r}+\frac{N_Af_A(1-f_A)}{kT_r}.
\end{equation}
From $dF=0$, $dE_F/dN=f_A/D_{\rm eff}$. From $R\propto1/(p+n)$, $d\ln R/dE_F=(p-n)/[(p+n)kT_r]$. The chain rule gives
\begin{equation}
\nu(t)=\frac{dN}{d\ln t}\;\frac{f_A}{D_{\rm eff}}\;\frac{p-n}{(p+n)\,kT_r}.
\label{eq:nuimp}
\end{equation}
With $f_A\to1$, $D_{\rm eff}\to D$ and $n\to0$ this is $GkT_a/DkT_r$ in the window. Within the Boltzmann limit and to first order in the small quantities, with $1-f(0)\approx z$ and with $f(E_g)$ and $n/DkT_r$ dropped because $n\ll p$,
\begin{equation}
1-\frac{\nu(t)}{\nu}\approx(1-f_A)+\frac{N_A(1-f_A)}{DkT_r}+\frac{p}{DkT_r}-z+\frac{2n}{p}.
\label{eq:budget}
\end{equation}
The first four terms shrink as $E_F$ rises and the last one grows. The Boltzmann limit omits one more term of first order: the second term of Eq.~\eqref{eq:pB} gives $d\ln p/dE_F=-(1-2^{-3/2}z)/kT_r$, which adds $+2^{-3/2}z$ to the right-hand side. The electron factor has a closed form. With $p/n=e^{(E_g-2E_F)/kT_r}$, $(p-n)/(p+n)=\tanh[(E_g-2E_F)/2kT_r]$. The drift stops when $E_F$ reaches midgap and reverses sign beyond it, since further relaxation then adds electrons faster than it removes holes.

\subsection{The unpinned limit}

Let $D\to0$ with the barrier spectrum still flat, and neglect $n$. Neutrality becomes $p=N_Af_A$. In the Boltzmann limit $z=p/N_V$, so $f_A=1/(1+ze^{E_A/kT_r})=1/(1+p/P)$ with $P=N_Ve^{-E_A/kT_r}$, and $p\,(1+p/P)=N_A$. Differentiating, $dp\,(1+2p/P)=dN_A$, and with $dN_A/d\ln t=-GkT_a$,
\begin{equation}
\nu(t)=-\frac{d\ln p}{d\ln t}=\frac{GkT_a}{p\,(1+2p/P)}=\frac{GkT_a}{N_A(t)}\,\frac{1+p/P}{1+2p/P}.
\label{eq:unpinned}
\end{equation}
The last factor lies between $1/2$ and $1$. The first grows as $N_A$ is used up. For full ionization, $p\ll P$, the resistance goes as $1/N_A\propto1/(E_{\max}-E^*-\gamma kT_a)$, the reciprocal of a linear function of $\ln t$. The front still advances as $kT_a\ln(t/\tau_0)$ and the spectrum is still flat, but there is no power law.

\section{Worked example}

The parameters are round model values and describe no particular material: $T_a=T_r=300$~K, $\tau_0=10^{-13}$~s, $E_{\min}=0.5$~eV, $E_{\max}=1.8$~eV, $G=10^{19}$ and $D=10^{20}$~cm$^{-3}$eV$^{-1}$, $E_g=0.9$~eV, $E_0=0.4$~eV, $E_A=0.05$~eV, $m$ the free-electron mass and $\mu=1$~cm$^2$/Vs. Four to six digits are carried where they are needed to resolve the small departures from the power law within the model; they have no meaning for a real sample. Two transport assumptions are formal at these values. With the free mass, $\mu=1$~cm$^2$/Vs corresponds to a mean free path of about $0.07$~nm, below an atomic spacing, so the parabolic band only supplies a prefactor of $\rho$. A Mott estimate of hopping among gap states of this density, with an attempt frequency of $10^{12}$ to $10^{13}$~s$^{-1}$, is below $10^{-6}$~S/cm for localization lengths up to $0.5$~nm but reaches $3\times10^{-5}$ to $3\times10^{-4}$~S/cm at $1$~nm, against $4\times10^{-5}$~S/cm for the band at $1$~s. Neglecting conduction through the gap states therefore requires strongly localized states.

The window runs from $\tau_{\min}=10^{-13}e^{0.5/0.025852}=2.51\times10^{-5}$~s to $\tau_{\max}=10^{-13}e^{1.8/0.025852}=1.73\times10^{17}$~s, and $t_0=e^{-\gamma}\tau_{\min}=1.4091\times10^{-5}$~s. The exponent is $\nu=G/D=0.1$, a factor $10^{0.1}=1.259$ per decade. The factor that a sharp step at $E^*$ would miss is $e^{\gamma\nu}=1.059$. Equation~\eqref{eq:pB} gives $N_V=2.5094\times10^{19}$~cm$^{-3}$, and $DkT=2.5852\times10^{18}$~cm$^{-3}$.

At $t=1$~s, $E^*=0.025852\times\ln10^{13}=0.77384$~eV. Adding $\gamma kT=0.01492$~eV puts the equal-area front at $0.78877$~eV (the last digit comes from the unrounded terms). Then $N=10^{19}\times(0.78877-0.5)=2.8877\times10^{18}$~cm$^{-3}$ and $N_A=1.3\times10^{19}-0.28877\times10^{19}=1.0112\times10^{19}$~cm$^{-3}$. The pinned Fermi level is $0.4-0.10112=0.29888$~eV. The resistance ratio is $\exp(2.8877/2.5852)=\exp(1.1170)=3.056$, the same as $(1/1.4091\times10^{-5})^{0.1}$.

The model can also be solved without the window, Boltzmann or pinning approximations. The integrals \eqref{eq:Ndef}, \eqref{eq:pFD} and $I$ are evaluated by composite Gauss--Legendre quadrature, Eq.~\eqref{eq:neut} is solved for $E_F$ by Brent's root-finding method, and the local exponent is a central difference of $\ln\rho$ with step $0.02$ in $\ln t$. At $t=0$ this gives $E_F=0.27003$~eV, $p=7.298\times10^{14}$~cm$^{-3}$ and $\rho=8.55\times10^3\ \Omega$\,cm. At later times:

\begin{center}
\begin{tabular}{lccc}
 & $1$ s & $10^4$ s & $10^8$ s\\[2pt]
$E^*$ (eV) & 0.77384 & 1.01195 & 1.25006\\
$N_A$ ($10^{18}$ cm$^{-3}$) & 10.112 & 7.7313 & 5.3502\\
$E_F$ (eV) & 0.29889 & 0.32269 & 0.34650\\
$p$ ($10^{13}$ cm$^{-3}$) & 23.907 & 9.5196 & 3.7901\\
$n$ ($10^{9}$ cm$^{-3}$) & 2.0012 & 5.0256 & 12.623\\
$\rho$ ($10^{4}\ \Omega$\,cm) & 2.611 & 6.556 & 16.46\\
$R/R(0)$, full model & 3.0528 & 7.6662 & 19.250\\
$(t/t_0)^{0.1}$ & 3.0557 & 7.6755 & 19.280\\
local $\nu$ & 0.099957 & 0.099976 & 0.099929
\end{tabular}
\end{center}

A straight-line least-squares fit of $\ln\rho$ against $\ln t$ at 17 logarithmically spaced times from $1$ to $10^8$~s has slope $0.09997$.

The local exponent lies below $0.1$ and is not monotonic, being closest to $0.1$ at the middle time. Equation~\eqref{eq:budget} accounts for this. At $1$~s, $1-f_A\approx e^{-(0.29889-0.05)/0.025852}=6.6\times10^{-5}$. The acceptor term is $(10.112/2.5852)\times6.6\times10^{-5}=25.8\times10^{-5}$, the hole term $2.3907\times10^{14}/2.5852\times10^{18}=9.2\times10^{-5}$, $z\approx p/N_V=1.0\times10^{-5}$ and $2n/p=1.7\times10^{-5}$. The sum $6.6+25.8+9.2-1.0+1.7=42.3$, in units of $10^{-5}$, gives $\nu=0.099958$, which is also the value of Eq.~\eqref{eq:nuimp}. The Fermi--Dirac term $2^{-3/2}z$ adds $0.3$ and brings $\nu$ to the tabulated $0.099957$. At $10^8$~s the same terms are $1.0$, $2.2$, $1.5$, $-0.2$ and $66.6$, with sum $71.1$ and $\nu=0.099929$. The early deficit comes mostly from incomplete ionization of the acceptors and the late one from electrons, and between the two the deficit has a minimum.

The full ratio $R/R(0)$ is below the power law by $0.12\,\%$ of the latter at $10^4$~s. To first order and in the Boltzmann limit the relative difference is $[\delta(t)-\delta(0)]/kT-n/p$; the Fermi--Dirac term $2^{-3/2}[z(t)-z(0)]$ adds only about $-1\times10^{-5}$. At $t=0$, $1-f_A\approx e^{-(0.27003-0.05)/0.025852}=2.01\times10^{-4}$, so $N_A(1-f_A)=2.62\times10^{15}$~cm$^{-3}$, and Eq.~\eqref{eq:delta} gives $\delta/kT=(0.73+2.62)\times10^{15}/2.5852\times10^{18}-3\times10^{-5}=1.27\times10^{-3}$. At $10^4$~s the same expression gives $1.1\times10^{-4}$, and $n/p=0.5\times10^{-4}$. The difference is $(0.11-1.27-0.05)\times10^{-3}=-1.2\times10^{-3}$. It arises mainly because $R(0)$ is raised by $\delta(0)$.

At saturation Eq.~\eqref{eq:lnR} gives $\exp(0.1\times1.3/0.025852)=152.7$, while the full model gives $149.4$. With $E_F\approx E_0=0.4$~eV the electrons are no longer negligible, $n/p=e^{-(0.9-0.8)/0.025852}=0.021$, and with the shift $\delta(0)/kT=0.0013$ found above, $152.7\times(1-0.0013)/1.021=149.4$.

For an anneal at $350$~K ($kT_a=0.030161$~eV) lasting $100$~s and a reading at $300$~K, the front is at $1.0417$~eV. Equation~\eqref{eq:Rres} gives $\nu=0.1\times350/300=0.11667$, and the full model gives $0.11664$, where the derivative is taken with respect to the anneal time.

For the unpinned case take $D=10^{16}$~cm$^{-3}$eV$^{-1}$, for which $G/D=1000$ has no bearing on the drift. The full model gives $\nu=0.0160$ at $1$~s and $0.0328$ at $10^8$~s, a doubling. In Eq.~\eqref{eq:unpinned}, $P=2.5094\times10^{19}\times e^{-0.05/0.025852}=3.63\times10^{18}$~cm$^{-3}$. The root of $p(1+p/P)=N_A$ is $4.51\times10^{18}$~cm$^{-3}$ at $1$~s and $2.95\times10^{18}$~cm$^{-3}$ at $10^8$~s. The estimates are $0.0256\times0.643=0.0165$ and $0.0483\times0.690=0.0334$, above the full values by $3\,\%$ and $2\,\%$ of those values. The gap-state charge is at most of order $DE_0=4\times10^{15}$~cm$^{-3}$, below a thousandth of $N_A$, so the approximation left to carry the difference is the Boltzmann limit, which is crude at $p/N_V=0.18$ and $0.12$.

\section{Loosening the kinetic assumptions}
\label{sec:loosen}

\subsection{Back reaction}

Let the relaxed configuration lie below the unrelaxed one by the same free energy $\Delta$ for all centres. Detailed balance fixes the backward rate as $b/\tau$ with $b=e^{-\Delta/kT_a}$. The relaxed probability $r=1-s$ obeys
\begin{equation}
\frac{dr}{dt}=\frac{1-r}{\tau}-\frac{b\,r}{\tau}=\frac{1}{\tau}-\frac{(1+b)\,r}{\tau},\qquad r=\frac{1-e^{-(1+b)t/\tau}}{1+b}.
\end{equation}
This is the irreversible result with $t\to(1+b)t$ and an overall factor $1/(1+b)$. In the window,
\begin{equation}
N=\frac{GkT_a}{1+b}\Big[\ln\frac{(1+b)t}{\tau_{\min}}+\gamma\Big],\qquad \nu=\frac{1}{1+b}\,\frac{G}{D}\frac{T_a}{T_r}.
\end{equation}
For constant $\Delta$ the power law survives with a smaller, temperature-dependent exponent. A constant $\Delta$ is a further assumption, and the acceptor model does not satisfy it. Only the unrelaxed centre binds an electron, which lowers its free energy by about $E_F-E_A$, so $\Delta$ falls by $N/D$ as relaxation raises $E_F$. If $\Delta=0.05$~eV$-N/D$ is used in the rate equation with unchanged forward rates and the parameters of the example, $\nu/(G/D)$ falls from $0.62$ at $1$~s to $0.44$ at $10^4$~s and $0.33$ at $10^8$~s, and there is no power law. In that model the power law is kept only while $\Delta-N/D\gg kT_a$, where the back reaction is negligible. The values that follow refer to constant $\Delta$. For $\Delta\gg kT_a$ the earlier result returns, and for $\Delta=0$ half of the centres behind the front are relaxed and $\nu$ is halved. For $\Delta=0.05$~eV at $300$~K, $b=0.14456$ and $1/(1+b)=0.8737$.

\subsection{Barrier-dependent prefactor}

Suppose the prefactor follows the Meyer--Neldel form $\tau_0(E)=\tau_{00}\,e^{-E/kT_{\rm MN}}$, in which higher barriers have higher attempt rates. Then
\begin{equation}
\tau(E)=\tau_{00}\exp\!\Big[\frac{E}{kT_a}\Big(1-\frac{T_a}{T_{\rm MN}}\Big)\Big]=\tau_{00}\,e^{E/\Theta},\qquad \Theta=\frac{kT_a}{1-T_a/T_{\rm MN}} .
\end{equation}
Every formula of the one-way kinetics used $kT_a$ only as the scale in $\tau(E)$, so there $kT_a\to\Theta$ and $\tau_0\to\tau_{00}$ (the detailed-balance factor $b$ of the back reaction keeps $kT_a$):
\begin{equation}
E^*=\Theta\ln(t/\tau_{00}),\qquad \nu=\frac{G}{D}\,\frac{T_a}{T_r}\,\frac{1}{1-T_a/T_{\rm MN}} .
\end{equation}
The exponent now rises with temperature even when $T_a=T_r$. The limit $T_{\rm MN}\to\infty$ restores Eq.~\eqref{eq:Rres}. As $T_a\to T_{\rm MN}$ all lifetimes merge and the window, of length $(E_{\max}-E_{\min})/\Theta$ in $\ln t$, closes, so the formal divergence of $\nu$ is not reached. For $T_{\rm MN}=750$~K and $T_a=300$~K the factor is $1/(1-0.4)=1.667$. With $\tau_{00}=10^{-7}$~s the front at $10^4$~s is $1.667\times0.025852\times\ln10^{11}=1.09$~eV, inside the spectrum of the example.

\subsection{A hot anneal followed by a cooler hold}

For a changing temperature the survival is $\exp[-\int dt'/\tau(E,T(t'))]$, since $ds/s=-dt/\tau$. Take an anneal of duration $t_a$ at $T_a$, followed by a hold at $T\le T_a$ with $t$ counted from the start of the hold and the resistance read at $T$. Then $s=e^{-x_a-x}$ with $x_a=(t_a/\tau_0)e^{-E/kT_a}$ and $x=(t/\tau_0)e^{-E/kT}$. Only $x$ depends on $t$, so $\partial(1-s)/\partial\ln t=x\,e^{-x-x_a}$. To express $x_a$ through $x$, note that $e^{-E/kT}=x\tau_0/t$, so that $e^{-E/kT_a}=(x\tau_0/t)^{\alpha}$ with $\alpha=T/T_a$, and
\begin{equation}
x_a=\frac{t_a}{\tau_0}\Big(\frac{x\tau_0}{t}\Big)^{\alpha}=\Big(\frac{x\,t_c}{t}\Big)^{\alpha},\qquad t_c=\tau_0\Big(\frac{t_a}{\tau_0}\Big)^{T_a/T}.
\end{equation}
The time $t_c$ satisfies $kT\ln(t_c/\tau_0)=kT_a\ln(t_a/\tau_0)$, so it is the time at which the front of the hold reaches the front left by the anneal. With $dE=-kT\,dx/x$, both fronts far from the edges of the spectrum and a pinned Fermi level,
\begin{equation}
\frac{\nu(t)}{G/D}=\int_0^\infty\exp\!\big[-x-(x\,t_c/t)^{\alpha}\big]\,dx .
\label{eq:pre}
\end{equation}
For $T=T_a$, $\alpha=1$ and $t_c=t_a$, and the integral is $1/(1+t_a/t)=t/(t+t_a)$. This is $d\ln(t+t_a)/d\ln t$, as it must be for one uninterrupted anneal with a shifted clock. For $t\gg t_c$ the second term drops out and the integral tends to $1$, so the memory of the anneal is erased. For $t\ll t_c$ put $x=wt/t_c$ and drop $e^{-wt/t_c}$. The substitution $u=w^\alpha$ gives $\int_0^\infty e^{-w^\alpha}dw=\alpha^{-1}\Gamma(1/\alpha)=\Gamma(1+1/\alpha)$, so
\begin{equation}
\frac{\nu(t)}{G/D}\approx\Gamma(1+T_a/T)\,\frac{t}{t_c}.
\end{equation}
The dropped factor is below $1$, so this form is an upper bound that becomes exact as $t/t_c\to0$.

For $t_a=100$~s, $T_a=350$~K and $T=300$~K, $t_c=10^{-13}\times(10^{15})^{7/6}=10^{4.5}=3.16\times10^4$~s and $\Gamma(1+7/6)=1.0823$. Gauss--Legendre quadrature of $1-s$ over the barriers, followed by a central difference in $\ln t$, gives $\nu/(G/D)=0.00108$ at $t/t_c=10^{-3}$, $0.01069$ at $10^{-2}$ (the bound is $0.01082$) and $0.490$ at $t=t_c$, near the value $1/2$ of the equal-temperature case.

This result measures the assumption of a frozen structure during the reading. Because $\nu\propto t$ at short times, $\int\nu\,d\ln t=\nu$, and a reading of duration $t_r\ll t_c$ changes $\ln R$ by $(G/D)\,\Gamma(1+T_a/T)\,t_r/t_c$. For $t_r=10^{-3}t_c$, about half a minute in the example, the change is $0.1\times0.00108\approx1\times10^{-4}$. A reading above the anneal temperature has the opposite property, since $T_a/T<1$ makes $t_c$ shorter than $t_a$, and the factor $T_a/T_r$ in Eq.~\eqref{eq:Rres} can then be observed only with a reading short against that reduced time.

All numerical values are calculated from the stated model.
